\section*{Decay of the Depolarizing Field in a Short-Circuited Leaky Ferroelectric}

\section{The decision that depends on the time constant}

A calculation of how a poled ferroelectric capacitor behaves after its terminals are joined must decide whether the depolarizing field persists through the time of interest or may be set to zero. The material's own dielectric relaxation time, permittivity divided by conductivity, is a tempting criterion. For the plate treated below it is 89 s, whereas the field takes 9.6 h to fall by a factor $e$. A simulation that dropped the field after ten minutes would discard nearly all of it while it was still present.

The difference comes from a thin insulating layer between the ferroelectric and one electrode. Charge leaking through the ferroelectric must charge the capacitance of that layer as well as that of the ferroelectric itself.

\section{Assumptions and statement}

Let $x$ run from the electrode on the ferroelectric, through the ferroelectric, to the insulator and its electrode. Fields, polarization and current are positive along $x$. The assumptions are as follows.

(a) The layers are planar and wide compared with their thicknesses $d_f$ and $d_i$, so edge fields are neglected.

(b) In the ferroelectric $D_f=\varepsilon_fE_f+P$, where $P$ is the switchable polarization, uniform and constant in time. The absolute permittivity $\varepsilon_f$ contains the vacuum term and the remaining linear response. In the insulator $D_i=\varepsilon_iE_i$.

(c) The ferroelectric conducts by Ohm's law, $j_f=\sigma E_f$, with constant $\sigma$. Its electrode passes this current freely. The insulator does not conduct.

(d) The electrodes are short-circuited, and there is no built-in voltage.

(e) At $t=0$ there is no free charge inside the ferroelectric or the insulator. The interface may carry a free charge $q(0)$ per unit area.

\textbf{Theorem.} Define
\begin{equation}
C=\varepsilon_f+\varepsilon_i\frac{d_f}{d_i}.
\label{C}
\end{equation}
Under assumptions (a)--(e),
\begin{equation}
E_f(t)=E_f(0)e^{-t/\tau},\qquad
\tau=\frac{C}{\sigma}
=\frac{\varepsilon_f+\varepsilon_i d_f/d_i}{\sigma}.
\label{main}
\end{equation}
If $q(0)=0$, the initial field is $E_f(0)=-P/C$.

The quantity $C$ has the unit of permittivity, F/m; it is not a capacitance.

\section{Two lemmas and the proof}

\textbf{Lemma 1 (no bulk charge).} The field in each layer remains uniform.

\emph{Proof.} Let $\rho$ be the free charge density in the ferroelectric. Since $P$ is uniform, Gauss's law $\partial D_f/\partial x=\rho$ gives $\varepsilon_f\,\partial E_f/\partial x=\rho$. Charge conservation then gives
\begin{equation}
\frac{\partial\rho}{\partial t}
=-\frac{\partial(\sigma E_f)}{\partial x}
=-\frac{\sigma}{\varepsilon_f}\rho .
\label{bulk}
\end{equation}
Its solution is $\rho(x,t)=\rho(x,0)e^{-\sigma t/\varepsilon_f}$, which vanishes because $\rho(x,0)=0$. The insulator is initially uncharged and carries no current, so it stays uncharged. Gauss's law therefore makes both fields uniform. $\square$

Equation \eqref{bulk} shows what the time $\varepsilon_f/\sigma$ describes: the disappearance of charge from the interior of the ferroelectric. The depolarizing field is tied instead to charge at the interface.

\textbf{Lemma 2 (field and interface charge).} At every instant
\begin{equation}
E_f=-\frac{P+q}{C}.
\label{gauss}
\end{equation}

\emph{Proof.} The short circuit requires the total voltage to vanish:
\begin{equation}
E_fd_f+E_id_i=0
\quad\Longrightarrow\quad
E_i=-\frac{d_f}{d_i}E_f.
\label{short}
\end{equation}
Gauss's law across the interface equates the jump in $D$ to the free charge,
\begin{equation}
D_i-D_f=\varepsilon_iE_i-\varepsilon_fE_f-P=q.
\label{jump}
\end{equation}
Insert \eqref{short} into \eqref{jump}:
\begin{equation}
-\left(\varepsilon_i\frac{d_f}{d_i}+\varepsilon_f\right)E_f=P+q.
\end{equation}
The bracket is $C$, and division by $-C$ gives \eqref{gauss}. $\square$

\emph{Proof of the theorem.} The current $\sigma E_f$ brings charge to the interface from the left, and no current leaves through the insulator. Hence
\begin{equation}
\frac{dq}{dt}=\sigma E_f.
\label{continuity}
\end{equation}
Differentiate \eqref{gauss} with $P$ and $C$ constant, then use \eqref{continuity}:
\begin{equation}
\frac{dE_f}{dt}=-\frac1C\frac{dq}{dt}
=-\frac{\sigma}{C}E_f.
\label{ode}
\end{equation}
Integration gives \eqref{main}. Setting $q=0$ in \eqref{gauss} gives the stated initial field. $\square$

For $P>0$ the ferroelectric field is negative, opposite to the polarization, and the insulator field is positive. The conduction current is also negative, so negative charge accumulates at the interface. If $q(0)=0$, combining \eqref{gauss} and \eqref{main} gives
\begin{equation}
q(t)=-P\left(1-e^{-t/\tau}\right).
\label{charge}
\end{equation}
The decay ends when $q=-P$. This free charge cancels the positive polarization charge at the same surface, and both fields vanish.

\section{Physical meaning and limits}

\textbf{Remark 1 (equivalent circuit).} Per unit area, the layers have capacitances $\varepsilon_f/d_f$ and $\varepsilon_i/d_i$, and the ferroelectric has resistance $d_f/\sigma$. The short circuit puts the outer electrodes at one potential. Seen from the interface, the two capacitances are therefore in parallel, and the resistance discharges both:
\begin{equation}
\tau=\frac{d_f}{\sigma}
\left(\frac{\varepsilon_f}{d_f}+\frac{\varepsilon_i}{d_i}\right).
\end{equation}
Multiplying out recovers \eqref{main}. The layers are in series between the terminals, but the relaxing charge sits at the node between them.

\textbf{Remark 2 (thick and thin insulators).} Let $d_i$ vary with the other parameters fixed and $q(0)=0$. If $\varepsilon_id_f/d_i\ll\varepsilon_f$, then
\begin{equation}
E_f(0)\simeq-\frac{P}{\varepsilon_f},\qquad
\tau\simeq\frac{\varepsilon_f}{\sigma}.
\end{equation}
The insulator capacitance is then too small to matter, and the material's own relaxation time is the right one. In the opposite limit,
\begin{equation}
E_f(0)\simeq-\frac{Pd_i}{\varepsilon_id_f},\qquad
\tau\simeq\frac{\varepsilon_id_f}{\sigma d_i}.
\end{equation}
As $d_i\to0$ the initial field tends to zero and the decay time diverges. The outer electrode then screens the polarization almost completely from the start, and the small remaining field drives charge only slowly to the interface.

\textbf{Remark 3 (a conserved product).} For $q(0)=0$,
\begin{equation}
\int_0^\infty E_f\,dt=E_f(0)\tau=-\frac P\sigma .
\label{product}
\end{equation}
The thicknesses and permittivities cancel because the charge conducted to the interface, $\sigma\int E_f\,dt$, must equal $-P$ whatever the geometry. A change of insulator thickness trades field strength against duration.

This trade matters when the question is how long $|E_f|$ exceeds some threshold $E_*$. For $C<P/E_*$, with $P>0$, that time is
\begin{equation}
t_*=\frac C\sigma\ln\frac{P}{CE_*}.
\end{equation}
At fixed $P$, $\sigma$ and $E_*$ its derivative is
\begin{equation}
\frac{dt_*}{dC}=\frac1\sigma
\left(\ln\frac{P}{CE_*}-1\right),
\end{equation}
which changes from positive to negative at $C=P/(eE_*)$, where $e$ is the base of natural logarithms. If this value exceeds $\varepsilon_f$, some insulator thickness realizes it and gives the longest exposure. Both thinner and thicker insulators then shorten the time above threshold, within the assumptions of the theorem.

\textbf{Remark 4 (energy).} By \eqref{short}, the field energy per unit area is
\begin{align}
W&=\tfrac12\varepsilon_fE_f^2d_f+\tfrac12\varepsilon_iE_i^2d_i\\
&=\tfrac12d_f\left(\varepsilon_f+\varepsilon_i\frac{d_f}{d_i}\right)E_f^2
=\tfrac12Cd_fE_f^2.
\end{align}
Using \eqref{ode}, $dW/dt=Cd_fE_f\,dE_f/dt=-\sigma E_f^2d_f$. This is minus the Joule power in the ferroelectric. The short circuit supplies no work, so the initial energy, $d_fP^2/(2C)$ for $q(0)=0$, all becomes heat.

\section{Extensions}

\textbf{Proposition 1 (bulk charge and nonuniform polarization).} Replace the uniform $P$ by a static $P(x)$ and allow initial free charge in either layer. The thickness-averaged field $\langle E\rangle_f$ still decays with the time $\tau$ of \eqref{main}.

\emph{Proof.} Conservation of charge and Gauss's law together give $\partial(j+\partial D/\partial t)/\partial x=0$. The total current density $J(t)$ is therefore the same at every $x$. It is also continuous across the interface, because $q=D_i-D_f$ and $dq/dt=j_f-j_i$. Averaging it over each layer, with static polarization, gives
\begin{align}
J&=\sigma\langle E\rangle_f
+\varepsilon_f\frac{d\langle E\rangle_f}{dt},\\
J&=\varepsilon_i\frac{d\langle E\rangle_i}{dt}
=-\varepsilon_i\frac{d_f}{d_i}\frac{d\langle E\rangle_f}{dt}.
\end{align}
The last equality is the time derivative of the short-circuit condition. Equating the two expressions yields $C\,d\langle E\rangle_f/dt=-\sigma\langle E\rangle_f$. $\square$

The initial mean field then depends on the charge distribution and need not be $-P/C$. Local fields can also contain the faster relaxation of \eqref{bulk}.

\textbf{Proposition 2 (constant bias).} If the total voltage is a constant $V=E_fd_f+E_id_i$ and $q(0)=0$, then
\begin{equation}
E_f(0)=\frac{\varepsilon_iV/d_i-P}{C},
\label{bias}
\end{equation}
and $\tau$ is unchanged.

\emph{Proof.} Now $E_i=V/d_i-E_fd_f/d_i$. Substitution in \eqref{jump} gives $CE_f=\varepsilon_iV/d_i-P-q$. Setting $q=0$ proves \eqref{bias}. Differentiation removes the constants $V$ and $P$, and \eqref{continuity} restores \eqref{ode}. $\square$

A constant built-in voltage between dissimilar electrodes acts in the same way. At the end the ferroelectric field is zero and the insulator carries the whole voltage.

\textbf{Proposition 3 (insulator leakage).} If the insulator has constant conductivity $\sigma_i$ and $V=0$, then
\begin{equation}
\tau=\frac{C}{\sigma+\sigma_id_f/d_i}.
\label{leak}
\end{equation}

\emph{Proof.} Charge now leaves the interface through the insulator:
\begin{equation}
\frac{dq}{dt}=\sigma E_f-\sigma_iE_i
=\left(\sigma+\sigma_i\frac{d_f}{d_i}\right)E_f.
\end{equation}
Substitution in the derivative of \eqref{gauss} gives \eqref{leak}. $\square$

Neglect of leakage thus requires $\sigma_id_f/d_i\ll\sigma$, not merely $\sigma_i\ll\sigma$. The thickness ratio enters because the thin insulator carries the larger field.

\textbf{Remark 5 (changing polarization or nonlinear conduction).} If $P$ changes and the current is $j(E_f)$, differentiating \eqref{gauss} gives
\begin{equation}
C\frac{dE_f}{dt}=-j(E_f)-\frac{dP}{dt}.
\end{equation}
The exponential law \eqref{main} follows if the polarization current is negligible beside the conduction current and $j$ is proportional to $E_f$. A polarization current that is itself proportional to $E_f$ also gives an exponential, but with a different time constant. As the field decays, a slow drift of $P$ becomes relatively more important.

\textbf{A numerical test.} Both layers were divided into unequal cells, and free charge was moved between them by the continuity equation, with fields found from Gauss's law and the voltage condition. The stack had $d_f=300$ nm, $d_i=100$ nm, relative permittivities 12 and 5, $\sigma=2\times10^{-11}$ S/m and $P=0.01$ C/m$^2$. The two terms of $C/\varepsilon_0$ are then 12 and 15, so an error in either would show. At $0.2\tau$, $\tau$ and $3\tau$ the computed field agreed with \eqref{main} to a relative error below $10^{-14}$. Such close agreement is possible because the fields are uniform within each layer, so the division into cells adds no spatial error, and because a matrix exponential advances the charges in time without a step error.

\section{A molybdate plate with an oxide film}

Consider a single-domain plate in the regime of gadolinium molybdate, with silicon dioxide between the plate and one electrode. Rough round values are $P=0.20\,\mu$C/cm$^2$, relative permittivities 10 and 3.9, $d_f=200\,\mu$m, $d_i=200$ nm and $\sigma=10^{-14}$ S/cm at 300 K. The interface is initially uncharged.

The thickness ratio is 1000, so
\begin{align}
C&=\varepsilon_0(10+3.9\times1000)
=3910\,\varepsilon_0\\
&=3.46\times10^{-8}\ \mathrm{F/m}.
\end{align}
With $P$ and $\sigma$ converted to SI,
\begin{align}
E_f(0)&=-\frac{2.0\times10^{-3}\ \mathrm{C/m^2}}
{3.46\times10^{-8}\ \mathrm{F/m}}
=-0.58\ \mathrm{kV/cm},\\
\tau&=\frac{3.46\times10^{-8}\ \mathrm{F/m}}
{1.0\times10^{-12}\ \mathrm{S/m}}
=3.46\times10^4\ \mathrm{s}=9.6\ \mathrm h.
\end{align}
The ferroelectric's own permittivity supplies 10 parts in 3910 of $C$, about 0.3\%. The long decay is therefore the charging time of the oxide capacitance through the resistance of the plate. The field reaches 1\% of its initial value after $\tau\ln100=44$ h.

By \eqref{short}, the initial oxide field is 1000 times larger in magnitude, 0.58 MV/cm, which puts 11.6 V across the film. The outer electrode beside the oxide initially holds $0.1995\,\mu$C/cm$^2$ in magnitude, nearly the full polarization charge. After one decay time the interface charge is $-0.126\,\mu$C/cm$^2$, in accord with $-P(1-e^{-1})$. The initial stored energy is $1.16\,\mu$J/cm$^2$.

With everything but the oxide thickness held fixed, a 100 nm film gives $-0.29$ kV/cm and 19.2 h, while a 400 nm film gives $-1.15$ kV/cm and 4.8 h. The products agree, as \eqref{product} requires.

\section{Where a real plate departs from the model}

Gadolinium molybdate is an improper ferroelectric: its polarization follows a structural order parameter that is not itself the polarization. This, and the smallness of $P$, make it a reasonable setting for the fixed-polarization model. The conductivity depends on the sample and is an assumed input, so 9.6 h is a result for these parameters, not an observed lifetime. The assumption of constant $\sigma$ requires a steady temperature. For a rough activation energy of 1 eV, warming by 1 K raises $\sigma$ by 14\% and shortens $\tau$ by about 12\%. Leakage can also matter. An oxide conductivity of $10^{-19}$ S/cm shortens $\tau$ by 1\%, but $10^{-17}$ S/cm would make the two terms in the denominator of \eqref{leak} equal and halve $\tau$.

\textbf{Field strength.} The initial ferroelectric field is 0.19 of a rough coercive field of 3 kV/cm. For the interior, this argues against prompt switching but does not exclude slow domain motion over many hours. Beside the interface the margin is lost early. With the screening charge inside the ferroelectric, the local field passes the coercive value after about six minutes, when only about 1% of the final charge has collected. When $q$ is close to $-P$, the local field there approaches $P/\varepsilon_f=226$ kV/cm in magnitude, about 75 times the coercive field. For negative carriers at $10^{14}$ cm$^{-3}$, the field exceeds the coercive value over a depth of order 0.1 $\mu$m. The polarization in this layer may switch or nucleate reversed domains, which the fixed-polarization model leaves out. The oxide field is 0.06 of a rough breakdown field of 10 MV/cm. For a 3 eV barrier and a tunnelling mass of 0.4 electron masses, the Fowler--Nordheim exponent is about $-390$, so that tunnelling path is negligible in an ideal film. Defect-assisted leakage is a separate matter. It usually depends strongly on field, so a constant $\sigma_i$ gives only a rough estimate of its effect.

These margins depend on the small polarization. At the same thicknesses and permittivities, a polarization 100 times larger would imply an oxide field of 58 MV/cm, beyond the breakdown scale. The linear model could not then describe the initial state.

\textbf{Electrodes and interface.} A built-in voltage of 1 V changes the initial field by 9\% of $P/C$, with a sign set by its polarity, and leaves $\tau$ unchanged. A metal screening length of 0.05 nm corresponds to an initial drop of about 11 mV at each electrode, or 0.1\% of the initial oxide voltage. The free charge at the interface also has a finite width inside the ferroelectric. If the mobile carriers are negative, so that they accumulate there, and $q$ is close to $-P$, the balance of thermal energy and field gives a width of about $2\varepsilon_fk_BT/(e_0P)=2.3$ nm, where $k_B$ is Boltzmann's constant, $T$ the temperature and $e_0$ the elementary charge. For small changes of charge, this layer acts like an increase of the oxide thickness by about 0.4\%. It also holds a static potential drop, about 0.3 V for $10^{14}$ carriers per cm$^3$. An equal and opposite voltage then remains across the oxide, so the thickness-averaged ferroelectric field levels off near 2\% of its initial value, although the field in the interior still decays. The 44 h found above for a fall to 1\% therefore belongs to the ideal model. Earlier in the decay, when $|q|$ is smaller, the accumulated charge is spread more widely: for $10^{14}$ carriers per cm$^3$ the equivalent increase of oxide thickness is about 4\% at $|q|=0.1P$ and about 30\% at $|q|=0.01P$. With drift and diffusion both included at this density, the fall by a factor $e$ takes about 9.4 h for the interior field and 9.9 h for the thickness-averaged field.

\textbf{Polarization drift.} With a rough pyroelectric coefficient of 0.1 nC/(cm$^2$ K), a change of 1 K alters $P$ by 0.05\%. At fixed interface charge, \eqref{gauss} turns this into a field change of 0.05\% of the initial field. That is minor at first, but it is 5\% of the field left when the decay has reached 1\%. The assumed coefficient is probably low. Since $P$ falls from $0.20\,\mu$C/cm$^2$ at 300 K toward the transition near 432 K, a value of order 0.5 nC/(cm$^2$ K) is more consistent, and it would raise the two figures to 0.25\% and 25\%.

\textbf{Validity of Ohm's law.} Carriers entering from the contact can make the interior charged. A field change comparable with $|E_f|$ across the plate requires a charge density of order $\varepsilon_f|E_f|/d_f$. Conduction in the interior stays ohmic if the density $n$ of mobile carriers already present, each of charge magnitude $e_0$, is much greater:
\begin{equation}
n\gg\frac{\varepsilon_f|E_f|}{e_0d_f}.
\end{equation}
For the initial field the right side is $1.6\times10^{11}$ cm$^{-3}$. Since $\sigma=e_0n\mu$, the effective mobility must satisfy
\begin{equation}
\mu\ll\frac{\sigma d_f}{\varepsilon_f|E_f|}
=3.9\times10^{-7}\ \mathrm{cm^2/Vs}.
\end{equation}
Equivalently, the transit time $d_f/(\mu|E_f|)$ must be much longer than $\varepsilon_f/\sigma=89$ s. 
This condition is not sufficient if the mobile carriers are positive. For $P>0$ the negative interface charge must then form by depletion: positive carriers leave, and a fixed negative background remains. Let $N$ be the density of fixed charge uncovered in this way. It equals $n$ if all centres are ionized, but it can be far larger than $n$ if further centres ionize as the carriers leave. A depleted layer holding the charge $-P$ would have a potential drop of magnitude about $P^2/(2e_0N\varepsilon_f)$. This must be much smaller than the initial oxide voltage of 11.6 V, which requires $N$ well above $1.2\times10^{16}$ cm$^{-3}$. For smaller $N$ the current stops while much of the oxide voltage remains. Reversing the polarization exchanges the roles of positive and negative carriers.

The example therefore applies to slow hopping or ionic conduction with a contact that can exchange the required charge, and with carriers that either accumulate at the interface or leave behind a fixed charge dense enough to keep the depletion voltage small. It also assumes that the polarization stays fixed in the high-field layer beside the interface. If the contact injects carriers of higher mobility, space charge alters the current and $\tau$ cannot be calculated from the low-field conductivity alone. If the contact blocks the current, charge accumulates or is depleted there, and assumption (c) fails as well.

The numerical output lists the inputs, the field and charge histories, and some of the estimates used in this section.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough material values)
Polarization: 0.20 uC/cm2
Relative permittivities, ferroelectric / insulator: 10.0 / 3.9
Ferroelectric thickness: 200 um
Insulator thickness: 200 nm
Ferroelectric conductivity: 1.0e-14 S/cm
Temperature: 300 K
RESULTS
Thickness ratio d_f/d_i: 1000
Relative value of eps_f + eps_i*d_f/d_i: 3910.0
Same sum, absolute: 3.4620e-08 F/m
Initial ferroelectric field: -0.5777 kV/cm
Initial insulator field: 0.5777 MV/cm
Initial insulator voltage: 11.554 V
Initial outer-electrode charge magnitude: 0.1995 uC/cm2
Decay time: 3.4620e+04 s = 9.617 h
Bulk relaxation time eps_f/sigma: 88.54 s
Time to 1 percent of initial field: 44.29 h
Initial stored energy: 1.1554 uJ/cm2
Cell-model field at 1 tau: -0.2125 kV/cm
  interface charge: -0.1264 uC/cm2
Cell-model field at 3 tau: -0.0288 kV/cm
  interface charge: -0.1900 uC/cm2
Insulator 100 nm: field -0.2892 kV/cm, tau 19.209 h
Insulator 400 nm: field -1.1525 kV/cm, tau 4.821 h
Largest relative error in test history: 8.9e-16
NEGLECTED EFFECTS (rough scales)
Coercive field: 3 kV/cm; initial-field ratio: 0.193
Breakdown field: 10 MV/cm; initial-field ratio: 0.058
Insulator conductivity: 1.0e-19 S/cm; tau change: -0.99 %
Tunnel barrier: 3.0 eV; mass: 0.4 m_e
Fowler-Nordheim exponent: -389
Built-in voltage: 1.0 V; initial-field change: 8.63 %
Metal screening length: 0.05 nm; voltage drop: 11.3 mV
Interface-charge width: 2.29 nm
  equivalent added insulator: 0.45 %
Activation energy: 1.0 eV; sigma rise for 1 K: 13.7 %
Pyroelectric coefficient magnitude: 0.1 nC/(cm2 K)
  polarization change for 1 K: 0.050 %
Ohmic law needs mobile density well above: 1.60e+11 cm^-3
  effective mobility well below: 3.91e-07 cm2/Vs
\end{verbatim}
